# Tip Deflection of a Cantilever with Uniform Curvature: a program that tests the result

```python
"""Tip deflection of a cantilever with uniform curvature.

Result under test: a beam of arc length L, clamped with zero slope and bent
to uniform curvature kappa, has tip deflection (1-cos(kappa L))/kappa,
which tends to kappa L^2/2 for small slope: 2 um for 200 um and 100 per metre.
Also tested: the film mismatch strain that produces this curvature, and the
sizes of effects neglected by the uniform-curvature model.
Symbols: phi = kappa L (tip angle); E, nu = Young modulus, Poisson ratio;
suffix s = titanium beam, suffix f = silver film. All variables are in SI.
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy.constants import g, k as k_B
from scipy.integrate import solve_bvp
from scipy.optimize import brentq

L, kappa = 200e-6, 100.0
width, h_s, h_f = 20e-6, 2e-6, 100e-9
# rough typical isotropic values
E_s, nu_s, alpha_s, rho_s = 110e9, 0.32, 8.6e-6, 4500.0
E_f, nu_f, alpha_f, rho_f = 80e9, 0.37, 19e-6, 10500.0
T = 300.0


# ---------- geometry ----------
def arc_tip(curv, length):
    """Exact tip deflection and horizontal tip position."""
    angle = curv * length
    return 2 * np.sin(angle / 2)**2 / curv, np.sin(angle) / curv


def chain_tip(curv, length, links=20000):
    """Straight links, each turned by the same angle from the last."""
    ds = length / links
    angles = np.cumsum(np.full(links, curv * ds)) - curv * ds / 2
    return ds * np.sin(angles).sum(), ds * np.cos(angles).sum()


def march_small_slope(curv, length, steps=1000):
    """Finite-difference solution of y'' = curv with y(0) = y'(0) = 0."""
    dx = length / steps
    before, now = 0.0, curv * dx**2 / 2   # mirror point imposes zero slope
    for _ in range(steps - 1):
        before, now = now, 2 * now - before + curv * dx**2
    return now


phi = kappa * L
delta_small = kappa * L**2 / 2
delta_exact, x_tip = arc_tip(kappa, L)
assert np.isclose(march_small_slope(kappa, L), delta_small, rtol=1e-8)
for angle in (phi, 0.3, 1.0, 2.0):
    length = angle / kappa
    y_chain, x_chain = chain_tip(kappa, length)
    y_arc, x_arc = arc_tip(kappa, length)
    assert np.isclose(y_chain, y_arc, rtol=1e-7)
    assert np.isclose(x_chain, x_arc, rtol=1e-7)
    ratio = y_chain / (kappa * length**2 / 2)
    assert 1 - angle**2 / 12 - 1e-7 <= ratio <= 1
y_chain, x_chain = chain_tip(kappa, L)
assert np.isclose(1 - y_chain / delta_small, phi**2 / 12, rtol=1e-3)
assert np.isclose(L - x_chain, L * phi**2 / 6, rtol=1e-3)
assert abs(delta_small - 2e-6) < 1e-15
phi_1pc = brentq(lambda a: a**2 / 2 / (1 - np.cos(a)) - 1.01, 0.05, 1.0)
assert np.isclose(phi_1pc, np.sqrt(0.12), rtol=0.01)


# ---------- film that produces the curvature ----------
B_s, B_f = E_s / (1 - nu_s), E_f / (1 - nu_f)
H = h_s + h_f
D_sum = (B_s * h_s**3 + B_f * h_f**3) / 12
force = 2 * D_sum * kappa / H
mismatch = force / (B_s * h_s) + force / (B_f * h_f) + kappa * H / 2


def layer_balance(eps):
    """Solve zero net force and moment by quadrature through the layers.

    The total strain is e0 - curvature*z; the film adds the strain eps.
    """
    nodes, weights = np.polynomial.legendre.leggauss(4)
    z = np.r_[h_s / 2 * (nodes + 1), h_s + h_f / 2 * (nodes + 1)]
    wt = np.r_[weights * h_s / 2, weights * h_f / 2]
    modulus = np.r_[np.full(4, B_s), np.full(4, B_f)]
    extra = np.r_[np.zeros(4), np.full(4, eps)]
    zeta = z / h_s
    rows = np.array([np.ones(8), zeta]) * wt * modulus
    matrix = np.column_stack((rows.sum(axis=1), -(rows @ zeta)))
    e0, bend = np.linalg.solve(matrix, -(rows @ extra))
    stress = modulus * (e0 - bend * zeta + extra)
    film_mean = (stress * wt)[4:].sum() / h_f
    beam_top = B_s * (e0 - bend)
    return bend / h_s, film_mean, beam_top


curv_num, film_stress, beam_stress = layer_balance(mismatch)
assert np.isclose(curv_num, kappa, rtol=1e-8)
assert np.isclose(film_stress, force / h_f, rtol=1e-8)
curv_warm = layer_balance(mismatch - (alpha_f - alpha_s) * 1.0)[0]
drift = (curv_warm - kappa) * L**2 / 2
assert np.isclose(drift / delta_small,
                  -(alpha_f - alpha_s) / mismatch, rtol=1e-6)


# ---------- clamp: plate held flat at its root ----------
def plate_tip(n_x, n_y):
    """Energy minimum of a plate, lengths in L and free curvature 1.

    Returns centre-line tip deflection, width-averaged tip deflection and
    the integral of (1-x)*(1 - averaged transverse curvature).
    """
    b = width / (2 * L)
    qx, wx = np.polynomial.legendre.leggauss(n_x + 8)
    qx, wx = (qx + 1) / 2, wx / 2
    qy, wy = np.polynomial.legendre.leggauss(2 * n_y + 4)
    wy = wy / 2                                   # average over the width
    x = Legendre.identity(domain=[0, 1])
    fx = [x * x * Legendre.basis(m, domain=[0, 1]) for m in range(n_x)]
    fy = [Legendre.basis(2 * n) for n in range(n_y)]

    def table(dx, dy):
        cols = []
        for p in fx:
            px = p.deriv(dx)(qx) if dx else p(qx)
            for q in fy:
                py = q.deriv(dy)(qy) if dy else q(qy)
                cols.append(np.outer(px, py).ravel() / b**dy)
        return np.array(cols).T

    wt = np.outer(wx, wy).ravel()
    xx, yy, xy = table(2, 0), table(0, 2), table(1, 1)

    def inner(a, c):
        return a.T @ (wt[:, None] * c)

    cross = inner(xx, yy)
    stiff = (inner(xx, xx) + inner(yy, yy) + nu_s * (cross + cross.T)
             + 2 * (1 - nu_s) * inner(xy, xy))
    load = (1 + nu_s) * (wt @ (xx + yy))
    scale = 1 / np.sqrt(np.diag(stiff))
    coef = scale * np.linalg.solve(stiff * np.outer(scale, scale),
                                   scale * load)
    centre = sum(coef[i * n_y + j] * fx[i](1.0) * fy[j](0.0)
                 for i in range(n_x) for j in range(n_y))
    mean = sum(coef[i * n_y] * fx[i](1.0) for i in range(n_x))
    lever = np.outer(1 - qx, np.ones(len(qy))).ravel()
    restrained = (wt * lever) @ (1 - yy @ coef)
    return centre, mean, restrained


centre_coarse, _, _ = plate_tip(18, 3)
centre, mean_tip, restrained = plate_tip(28, 5)
# corner stresses at the clamp slow the convergence of a polynomial basis
assert abs(centre - centre_coarse) < 1e-3 * centre
assert np.isclose(mean_tip, 0.5 + nu_s * restrained, rtol=1e-6)
assert mean_tip > 0.5
clamp_shift = (centre - 0.5) * kappa * L**2


# ---------- weight and thermal motion ----------
def unit_beam_tip(distributed, end_force):
    """Tip deflection for L = EI = 1 from the fourth-order beam equation."""
    grid = np.linspace(0, 1, 21)
    sol = solve_bvp(
        lambda s, y: np.vstack((y[1], y[2], y[3],
                                np.full_like(s, distributed))),
        lambda a, c: np.array([a[0], a[1], c[2], c[3] + end_force]),
        grid, np.zeros((4, grid.size)), tol=1e-8)
    assert sol.success
    return sol.sol(1.0)[0]


assert np.isclose(unit_beam_tip(1.0, 0.0), 1 / 8, rtol=1e-6)
assert np.isclose(unit_beam_tip(0.0, 1.0), 1 / 3, rtol=1e-6)
EI = E_s * width * h_s**3 / 12          # the thin film's stiffness is left out
weight_line = (rho_s * h_s + rho_f * h_f) * width * g
sag = weight_line * L**4 / (8 * EI)
stiffness = 3 * EI / L**3
thermal_rms = np.sqrt(k_B * T / stiffness)

# ---------- output ----------
print("GEOMETRY")
print(f"length L                          {L*1e6:.0f} um")
print(f"curvature kappa                   {kappa:.0f} 1/m")
print(f"radius of curvature               {1e3/kappa:.0f} mm")
print(f"tip angle kappa*L                 {phi:.4f} rad")
print(f"small-slope tip deflection        {delta_small*1e6:.6f} um")
print(f"exact-arc tip deflection          {delta_exact*1e6:.6f} um")
print(f"small-slope minus exact           "
      f"{(delta_small-delta_exact)*1e9:.4f} nm")
print(f"relative error (phi^2/12)         {phi**2/12:.3e}")
print(f"retreat of tip along the beam     {(L-x_tip)*1e9:.2f} nm")
print(f"tip angle for 1 percent excess    {phi_1pc:.3f} rad")
print(f"length for 1 percent excess       {phi_1pc/kappa*1e3:.2f} mm")
print("BEAM AND FILM (rough typical material values)")
print(f"beam width, Ti thickness          "
      f"{width*1e6:.0f}, {h_s*1e6:.0f} um")
print(f"Ag film thickness                 {h_f*1e9:.0f} nm")
print(f"Young modulus Ti, Ag              {E_s/1e9:.0f}, {E_f/1e9:.0f} GPa")
print(f"Poisson ratio Ti, Ag              {nu_s:.2f}, {nu_f:.2f}")
print(f"thermal expansion Ti, Ag          "
      f"{alpha_s*1e6:.1f}, {alpha_f*1e6:.1f} 1e-6/K")
print(f"density Ti, Ag                    {rho_s:.0f}, {rho_f:.0f} kg/m3")
print(f"biaxial modulus Ti, Ag            "
      f"{B_s/1e9:.1f}, {B_f/1e9:.1f} GPa")
print(f"film force per width              {force:.2f} N/m")
print(f"mismatch strain needed            {mismatch*100:.4f} percent")
print(f"mean film stress (tension +)      {film_stress/1e6:.1f} MPa")
print(f"Ti stress at the interface        {beam_stress/1e6:.1f} MPa")
print("NEGLECTED EFFECTS ON THE TIP")
print(f"warming by 1 K                    {drift*1e9:.1f} nm")
print(f"  relative to deflection          "
      f"{drift/delta_small*100:.2f} percent")
print(f"flat clamp, centre line           {clamp_shift*1e9:.0f} nm")
print(f"  relative to deflection          "
      f"{clamp_shift/delta_small*100:.1f} percent")
print(f"  change from coarser plate basis "
      f"{abs(centre-centre_coarse)*kappa*L**2*1e9:.2f} nm")
print(f"sag under own weight              {sag*1e9:.3f} nm")
print(f"tip stiffness                     {stiffness:.3f} N/m")
print(f"temperature for thermal motion    {T:.0f} K")
print(f"thermal rms motion                {thermal_rms*1e9:.3f} nm")
print("all good")
```

Output:

```
GEOMETRY
length L                          200 um
curvature kappa                   100 1/m
radius of curvature               10 mm
tip angle kappa*L                 0.0200 rad
small-slope tip deflection        2.000000 um
exact-arc tip deflection          1.999933 um
small-slope minus exact           0.0667 nm
relative error (phi^2/12)         3.333e-05
retreat of tip along the beam     13.33 nm
tip angle for 1 percent excess    0.345 rad
length for 1 percent excess       3.45 mm
BEAM AND FILM (rough typical material values)
beam width, Ti thickness          20, 2 um
Ag film thickness                 100 nm
Young modulus Ti, Ag              110, 80 GPa
Poisson ratio Ti, Ag              0.32, 0.37
thermal expansion Ti, Ag          8.6, 19.0 1e-6/K
density Ti, Ag                    4500, 10500 kg/m3
biaxial modulus Ti, Ag            161.8, 127.0 GPa
film force per width              10.27 N/m
mismatch strain needed            0.0946 percent
mean film stress (tension +)      102.7 MPa
Ti stress at the interface        -21.3 MPa
NEGLECTED EFFECTS ON THE TIP
warming by 1 K                    -22.0 nm
  relative to deflection          -1.10 percent
flat clamp, centre line           49 nm
  relative to deflection          2.4 percent
  change from coarser plate basis 0.84 nm
sag under own weight              0.269 nm
tip stiffness                     0.550 N/m
temperature for thermal motion    300 K
thermal rms motion                0.087 nm
all good
```
